# Coupled-cluster energy with a three-body Hamiltonian

**Setting.** Identical fermions occupy orthonormal spin orbitals. The symbol $p^\dagger$ creates a particle in orbital $p$, and $p$ as an operator removes it. The Hamiltonian is

$$H=\sum h_{pq}\,p^\dagger q+\tfrac14\sum v_{pqrs}\,p^\dagger q^\dagger s r+\tfrac1{36}\sum w_{pqrstu}\,p^\dagger q^\dagger r^\dagger u t s .$$

Repeated indices are summed freely. The elements $v$ and $w$ change sign when two indices of their first half, or two of their second half, are exchanged. The reference determinant $\Phi$ has occupied orbitals $i,j,k,\dots$ and empty (virtual) orbitals $a,b,c,\dots$. It need not be a Hartree-Fock determinant, and $H$ need not be Hermitian. The cluster operator is $T=T_1+T_2+T_3+\dots$, with

$$T_1=\sum t_i^a\,a^\dagger i,\quad T_2=\tfrac14\sum t_{ij}^{ab}\,a^\dagger b^\dagger j i,\quad T_3=\tfrac1{36}\sum t_{ijk}^{abc}\,a^\dagger b^\dagger c^\dagger k j i,$$

and antisymmetric amplitudes. The coupled-cluster energy is $E=\langle\Phi|e^{-T}He^{T}|\Phi\rangle$.

## Part (a)

*Write $H$ as a constant plus one-, two- and three-body operators normal ordered with respect to $\Phi$. Find every coefficient.*

**Answer.** Normal ordering, written $\{\dots\}$, places the operators $a^\dagger$ and $i$ to the left of $a$ and $i^\dagger$, with the sign of the permutation. By Wick's theorem a string equals the sum of its normal-ordered forms with zero, one, two, … contractions. All creators in $H$ stand to the left of all annihilators, so the contractions that can occur are

$$\langle\Phi|p^\dagger q|\Phi\rangle=\delta_{pq}\quad\text{if } p \text{ is occupied, and } 0 \text{ otherwise.}$$

Take the three-body string. A single contraction can join any of three creators to any of three annihilators, which gives nine choices. They are all equal: moving the chosen operators to the adjacent positions $r^\dagger u$ costs a sign, and the same exchange of indices in $w$ returns it. The contraction $r^\dagger u$ itself has a plus sign. The result is

$$\tfrac{9}{36}\sum w_{pqirsi}\{p^\dagger q^\dagger s r\}=\tfrac14\sum w_{pqirsi}\{p^\dagger q^\dagger s r\}.$$

For two contractions we choose two creators (3 ways), two annihilators (3 ways) and their pairing (2 ways). The factor is $18/36=1/2$. Three contractions have $3!=6$ pairings and the factor $6/36=1/6$. For the two-body string the same count gives $4/4=1$ for one contraction and $2/4=1/2$ for two. Collecting terms,

$$H=E_{\rm ref}+F_N+\Gamma_N+W_N,$$

$$F_N=\sum f_{pq}\{p^\dagger q\},\quad \Gamma_N=\tfrac14\sum\Gamma_{pqrs}\{p^\dagger q^\dagger sr\},\quad W_N=\tfrac1{36}\sum w_{pqrstu}\{p^\dagger q^\dagger r^\dagger uts\},$$

$$E_{\rm ref}=\sum h_{ii}+\tfrac12\sum v_{ijij}+\tfrac16\sum w_{ijkijk},$$

$$f_{pq}=h_{pq}+\sum v_{piqi}+\tfrac12\sum w_{pijqij},\qquad \Gamma_{pqrs}=v_{pqrs}+\sum w_{pqirsi}.$$

The three-body force therefore acts in two ways. Averaged over occupied orbitals, it changes the constant, the one-body and the two-body elements. What remains is the residual operator $W_N$, whose elements are the original $w$.

## Part (b)

*Derive the coupled-cluster energy in terms of the amplitudes. State which clusters enter through each part of $H$, and account for the weights diagrammatically.*

**Answer.** Every term of $T$ has a virtual creator at its left end, and $\langle\Phi|a^\dagger=0$. Hence $\langle\Phi|T=0$, so $\langle\Phi|e^{-T}=\langle\Phi|$ and

$$E=\langle\Phi|He^{T}|\Phi\rangle .$$

The operators in $T$ are of the types $a^\dagger$ and $i$, which all anticommute, and each cluster contains an even number of them. The clusters therefore commute. Sorting $e^T$ by the number of particles it excites gives

$$R_1=T_1,\qquad R_2=T_2+\tfrac12T_1^2,\qquad R_3=T_3+T_1T_2+\tfrac16T_1^3 .$$

The mixed product has weight one because $\tfrac12(T_1T_2+T_2T_1)=T_1T_2$.

Now consider a normal-ordered $k$-body operator next to $\langle\Phi|$. If its string contains any $a^\dagger$ or $i$, that operator stands on the left and gives zero. The surviving strings consist of $k$ operators $i^\dagger$ and $k$ operators $a$, so they undo an excitation of exactly $k$ particles. Thus $F_N$ selects $R_1$, $\Gamma_N$ selects $R_2$, and $W_N$ selects $R_3$.

To evaluate the last case, let $X=\sum x_{ijk}^{abc}\,a^\dagger b^\dagger c^\dagger kji$ with any coefficients $x$. Then

$$\langle\Phi|W_NX|\Phi\rangle=\tfrac1{36}\sum w_{lmndef}\,x_{ijk}^{abc}\,\langle\Phi|l^\dagger m^\dagger n^\dagger fed\;a^\dagger b^\dagger c^\dagger kji|\Phi\rangle .$$

The matrix element vanishes unless $lmn$ is a permutation of $ijk$ and $def$ is one of $abc$. For identical order the left string is the adjoint of the right string, so the element is the norm of a determinant, $+1$. Each of the $6\times6=36$ permutations gives a sign that $w$ repeats, so all 36 contributions are equal:

$$\langle\Phi|W_NX|\Phi\rangle=\sum w_{ijkabc}\,x_{ijk}^{abc}.$$

It remains to bring each part of $R_3$ to the form of $X$.

- $T_3$ already has this form, with $x=t_{ijk}^{abc}/36$.
- In $T_1T_2$ the string is $a^\dagger i\,b^\dagger c^\dagger kj$. Moving $i$ to the right end passes four operators and gives $+a^\dagger b^\dagger c^\dagger kji$. Hence $x=t_i^at_{jk}^{bc}/4$.
- In $T_1^3/6$ the string is $a^\dagger i\,b^\dagger j\,c^\dagger k$. Moving $b^\dagger$ past $i$ gives a minus sign, and moving $c^\dagger$ past $i$ and $j$ gives a plus sign. Reversing $ijk$ to $kji$ gives another minus sign. Hence $x=t_i^at_j^bt_k^c/6$.

The same argument for two particles gives $\sum\Gamma_{ijab}x_{ij}^{ab}$, with $x=t_{ij}^{ab}/4$ from $T_2$. For $T_1^2/2$ we use $a^\dagger i\,b^\dagger j=-a^\dagger b^\dagger ij=a^\dagger b^\dagger ji$, so $x=t_i^at_j^b/2$. The one-body part gives $\sum f_{ia}t_i^a$. Therefore

$$\begin{aligned}E={}&E_{\rm ref}+\sum f_{ia}t_i^a+\tfrac14\sum\Gamma_{ijab}t_{ij}^{ab}+\tfrac12\sum\Gamma_{ijab}t_i^at_j^b\\&+\tfrac1{36}\sum w_{ijkabc}t_{ijk}^{abc}+\tfrac14\sum w_{ijkabc}t_i^at_{jk}^{bc}+\tfrac16\sum w_{ijkabc}t_i^at_j^bt_k^c .\end{aligned}$$

In diagrams, the $w$ vertex lies at the top, and its three particle lines and three hole lines all end on cluster vertices below. If they end on one $T_3$ vertex, there are three equivalent particle lines and three equivalent hole lines: $1/(3!\,3!)=1/36$. If they end on $T_1$ and $T_2$, the $T_2$ vertex has a pair of each: $1/(2!\,2!)=1/4$. If they end on three $T_1$ vertices, these vertices are equivalent: $1/3!=1/6$. Each diagram has three hole lines and can be drawn with three loops, so its sign is $(-1)^{3+3}=+1$.

With a two-body Hamiltonian the second line is absent, and $T_3$ can influence the energy only through the values of $t_i^a$ and $t_{ij}^{ab}$. Here it also enters directly. The second line requires a nonzero block $w_{ijkabc}$, hence at least three occupied and three virtual orbitals; a symmetry may still make the block vanish. $T_4$ and $T_2^2$ excite four particles and have no direct term. A four-body force would bring them in.

The formula holds for any amplitudes inserted in the definition of $E$, truncated or not. The numerical output below compares it with the definition for random $T_1$, $T_2$, $T_3$ together with a fixed nonzero $T_4$.

## Part (c)

*Three occupied levels have energy 0 and three virtual levels have energy 1. The sole interaction is $w_{456123}=w_{123456}=g>0$, with the elements related by antisymmetry. Find the amplitudes and the ground-state energy, evaluate them for $g=2$, and discuss weak and strong coupling. What does CCSD give?*

**Answer.** A contraction of $w$ needs an occupied orbital common to both halves of its indices. There is none, so $E_{\rm ref}=0$, $f=h$ and $\Gamma=0$. The whole interaction is residual.

Let $\Phi_3=4^\dagger5^\dagger6^\dagger\,3\,2\,1\,\Phi$, with energy $\Delta=3$ above $\Phi$. The Hamiltonian connects $\Phi$ and $\Phi_3$ with each other and with nothing else, so $T_1=T_2=0$. Writing $t=t_{123}^{456}$, we have $e^T\Phi=\Phi+t\Phi_3$ and

$$He^T\Phi=gt\,\Phi+(g+\Delta t)\,\Phi_3 .$$

Acting with $e^{-T}=1-T_3$ leaves the $\Phi$ component unchanged and subtracts $t\cdot gt$ from the $\Phi_3$ component. The energy and the triples equation are

$$E=gt,\qquad g+\Delta t-gt^2=0 .$$

The lower root is

$$t=\frac{\Delta-\sqrt{\Delta^2+4g^2}}{2g},\qquad E=\frac{\Delta-\sqrt{\Delta^2+4g^2}}2 .$$

For $g=2$ the square root is $\sqrt{9+16}=5$, so $t=(3-5)/4=-1/2$ and $E=-1$ in units of the level spacing. The singly and doubly excited determinants are not touched by $w$ and have energies 1 and 2, so this is the ground state.

For $g\ll\Delta$, expanding the root gives $t\approx-g/\Delta$ and $E\approx-g^2/\Delta$. One factor $g$ creates the triple excitation, and the other, in the energy formula, removes it. For $g\gg\Delta$ the root tends to $2g$, so $t\to-1$ and $E\approx-g+\Delta/2$: the two determinants mix with equal weight.

In CCSD $T_3$ is omitted. Since $H\Phi=g\Phi_3$ has no single or double component, $T_1=T_2=0$ solves the CCSD equations for every $g$. This solution, which starts from the noninteracting one at $g=0$, has zero correlation energy.

## Part (d)

*Three spinless fermions move on an open chain of six sites, with site operators $d_s$ and $n_s=d_s^\dagger d_s$:*

$$H=-J\sum_{s=1}^{5}(d_s^\dagger d_{s+1}+d_{s+1}^\dagger d_s)+V\sum_{s=1}^{5}n_sn_{s+1}+W\,n_1n_3n_5 .$$

*Take $J=1$, $V=1$, $W=2$; all energies are in units of $J$. The orbitals are $\varphi_p(s)=\sqrt{2/7}\,\sin(\pi ps/7)$, with $p=1,2,3$ occupied. Find $w_{123456}$ and the contribution of $W$ to $f_{ia}$.*

**Answer.** Insert $d_s=\sum_p\varphi_p(s)\,p$ in $n_1n_3n_5=d_1^\dagger d_3^\dagger d_5^\dagger d_5d_3d_1$. Antisymmetrizing the creation part gives $\frac16\sum D_{pqr}\,p^\dagger q^\dagger r^\dagger$, where $D_{pqr}$ is the determinant of the three orbitals on sites 1, 3, 5. The annihilation part is its adjoint, so

$$w_{pqrstu}=W\,D_{pqr}D_{stu}.$$

On odd sites $\sin(\pi s-\pi ps/7)=\sin(\pi ps/7)$, hence $\varphi_{7-p}(s)=\varphi_p(s)$. Orbitals 4, 5, 6 therefore repeat 3, 2, 1 there, and reversing three columns changes the sign: $D_{456}=-D_{123}$. Completeness of the six orbitals gives, for odd $s,s'$,

$$\delta_{ss'}=\sum_{p=1}^6\varphi_p(s)\varphi_p(s')=2\sum_{p=1}^3\varphi_p(s)\varphi_p(s').$$

The $3\times3$ matrix of occupied orbitals on the odd sites, times its transpose, is thus half the unit matrix. So $D_{123}^2=(1/2)^3=1/8$, and

$$w_{123456}=-W/8=-0.25 .$$

For $f_{ia}$, the two orders of $j,k$ cancel the factor $\frac12$, leaving $W D_{ijk}D_{ajk}$ with $j,k$ the other two occupied orbitals. On odd sites $a$ equals $7-a$, so $D_{ajk}$ has a repeated column unless $7-a=i$. The contribution is $W/8=0.25$ for $a=7-i$ and zero otherwise.

## Part (e)

*The exact ground state, written as $e^T\Phi$, gives $t_{123}^{456}=0.031466$ and the matrices below. Singles have rows $i=1,2,3$ and columns $a=4,5,6$; doubles have rows $ij=12,13,23$ and columns $ab=45,46,56$. The reference energy is $E_{\rm ref}=-2.644236$. Evaluate each term of the energy. Then compare with the energy $-2.829758$ found by diagonalizing $H-W_N$.*

$$f=\begin{pmatrix}0&-0.154202&0.250000\\-0.314701&0.250000&-0.039640\\0.250000&-0.120859&0\end{pmatrix}$$

$$t_1=\begin{pmatrix}0.011282&0.062613&-0.069355\\0.183050&-0.091005&0.031431\\-0.209546&0.068061&-0.001895\end{pmatrix}$$

$$\Gamma=\begin{pmatrix}0.160499&0&-0.124784\\0&-0.021567&0\\-0.003926&0&0.160499\end{pmatrix}$$

$$t_2=\begin{pmatrix}-0.035690&-0.008947&0.010585\\-0.010893&-0.003764&-0.004065\\0.003114&-0.000127&-0.023720\end{pmatrix}$$

**Answer.** Multiplying $f$ and $t_1$ element by element, the three rows sum to

$$-0.026994-0.081603-0.060612=-0.169209 .$$

For the doubles, the factor $\frac14$ restricts the sum to the ordered pairs shown:

$$-0.005728-0.001321+0.000081-0.000012-0.003807=-0.010787 .$$

In the $T_1^2$ term each $\Gamma_{ijab}$ multiplies the minor $t_i^at_j^b-t_i^bt_j^a$. In the same order the products are

$$-0.002004+0.000542+0.000314+0.000026-0.000316=-0.001438 .$$

The three-body terms share one independent element:

$$w_{123456}\,\bigl(t_{123}^{456}+S+\det t_1\bigr),\qquad S=\sum_{i,a}(-1)^{i+a-3}\,t_i^a\,t_{jk}^{bc},$$

where $j<k$ and $b<c$ are the remaining orbitals. The factor $\frac14$ cancels the four orders of $jk$ and $bc$. The sign arises from moving $i$ and $a$ to the front of their index groups. Grouped by $i=1,2,3$,

$$S=-0.000476+0.001429-0.001541=-0.000588 .$$

Expanding the determinant along its first row gives

$$\det t_1=-0.000022-0.000391+0.000459=0.000046 .$$

Multiplication by $-0.25$ gives $-0.007867$ from $T_3$, $+0.000147$ from $T_1T_2$ and $-0.000011$ from $T_1^3$, in total $-0.007731$. Altogether

$$E=-2.644236-0.169209-0.010787-0.001438-0.007731=-2.833401,$$

which agrees with exact diagonalization in the site basis.

The correlation energy relative to $\Phi$ is $-0.189165$. In this example most of it is the $f_{ia}$ term, which is present because these orbitals are not Hartree-Fock orbitals; for Hartree-Fock orbitals $f_{ia}=0$. The direct $W_N$ terms supply 4.1 % of it; the $T_3$ term alone is slightly larger than their sum, which the other two terms together reduce a little. Such percentages depend on the reference. With Hartree-Fock orbitals the correlation energy is only $-0.015522$, the direct terms supply 38 % of it, and dropping $W_N$ raises the energy by $0.006065$, or 39 %.

Dropping $W_N$ is the normal-ordered two-body approximation. It restores the two-body form of the energy but keeps the averaged three-body force in $E_{\rm ref}$, $f$ and $\Gamma$. Its energy is too high by $0.003643$, or 1.9 % of the correlation energy. This is about half of the direct contribution, $0.007731$. The amplitudes also change when $W_N$ is removed, and the first three correlation terms then sum to $-0.185522$ instead of $-0.181434$. This gain of $0.004088$ offsets part of the loss. The direct terms therefore need not equal the error of the approximation. The relation depends on the case: in Part (c) the two are equal, while for this chain and these orbitals the ratio of error to direct contribution is $1.12$ at $W=1$, and at $W=4$ the energy without $W_N$ lies below the exact one.

Setting $W=0$ altogether gives $-3.000000$, lower than the full result by $0.166599$. The averaged parts of the three-body force alone raise the energy by $0.170242$, slightly more than the full force does; including $W_N$ then lowers it by $0.003643$.

A CCSD calculation with the full $H$ would omit the $T_3$ term but keep those of $T_1T_2$ and $T_1^3$. With the exact amplitudes used here these two amount to $+0.000136$; CCSD amplitudes would differ.

## Computed values

```
Random test, energy from definition: -1.16371342 (arb. units)
Random test, energy from formula:    -1.16371342 (arb. units)
Toy: coupling g = 2.0, triple gap = 3.0 (level spacing)
Toy: t3 = -0.500000
Toy: exact correlation energy = -1.000000 (level spacing)
Chain: J = 1.0, V = 1.0, W = 2.0; energies below in J
Orbital energies: -1.801938 -1.246980 -0.445042 0.445042 1.246980 1.801938
Weight of phi in exact state = 0.905332
f_ia (J), rows i=1,2,3, columns a=4,5,6:
    0.00000000 -0.15420240  0.25000000
   -0.31470094  0.25000000 -0.03963987
    0.25000000 -0.12085868 -0.00000000
t_i^a, same layout:
    0.01128195  0.06261325 -0.06935479
    0.18304979 -0.09100521  0.03143137
   -0.20954556  0.06806064 -0.00189503
Gamma_ijab (J), rows ij=12,13,23, columns ab=45,46,56:
    0.16049854  0.00000000 -0.12478426
    0.00000000 -0.02156698  0.00000000
   -0.00392558 -0.00000000  0.16049854
t_ij^ab, same layout:
   -0.03569012 -0.00894690  0.01058517
   -0.01089275 -0.00376449 -0.00406452
    0.00311360 -0.00012673 -0.02372045
w_123,456 = -0.25000000 J
t_123^456 = 0.03146645
signed sum of nine t1*t2 products = -0.00058816
determinant of t1 = 0.00004566
E_ref            = -2.64423603 J
f t1             = -0.16920910 J
1/4 Gamma t2     = -0.01078721 J
1/2 Gamma t1 t1  = -0.00143812 J
1/36 w t3        = -0.00786661 J
1/4 w t1 t2      = 0.00014704 J
1/6 w t1 t1 t1   = -0.00001142 J
sum of three w terms = -0.00773099 J
E from formula       = -2.83340144 J
E exact, site basis  = -2.83340144 J
E without W_N        = -2.82975810 J
E exact - E without W_N = -0.00364334 J
E with W = 0         = -3.00000000 J
```
